# Muonic lead 1s binding for point and extended nuclei: a program that tests the result

```python
"""Muonic lead 1s: Dirac binding for a point nucleus and a uniform sphere.

Results under test (atomic units, muon mass m, light speed c, charge Z):
  point nucleus: B = m c^2 (1 - gamma), gamma = sqrt(1 - (Z/c)^2)
  sphere of radius R: V = -(Z/2R)(3 - r^2/R^2) inside, -Z/r outside
  dE/dR = (3Z/2R^2) <1 - r^2/R^2>_inside
  m c^2 <beta> = E + R dE/dR, E including the rest energy
  oscillator estimate: -3Z/(2R) + 3 omega/2, omega^2 = Z/(m R^3)
P and Q are the large and small radial functions; eps = E - m c^2.
The sphere is a model: no vacuum polarization or diffuse surface.
"""
import math
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammainc

Z = 82
c = 1.0 / physical_constants["fine-structure constant"][0]
m = physical_constants["muon-electron mass ratio"][0]
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] / angstrom
radius_angstrom = 7.1e-5
R0 = radius_angstrom / bohr_angstrom
rest = m * c**2


def point_potential(r, R):
    return -Z / r


def sphere_potential(r, R):
    if r <= R:
        return -Z / (2 * R) * (3 - (r / R)**2)
    return -Z / r


def panel_grid(edges, order):
    """Gauss-Legendre nodes and weights on consecutive panels."""
    u, w = np.polynomial.legendre.leggauss(order)
    nodes = [(b - a) / 2 * u + (a + b) / 2
             for a, b in zip(edges[:-1], edges[1:])]
    weights = [(b - a) / 2 * w for a, b in zip(edges[:-1], edges[1:])]
    return np.concatenate(nodes), np.concatenate(weights)


def half_solutions(eps, potential, R, dense=False):
    """Integrate in log(r/R), outward and inward, to r = R."""
    def rhs(t, y):
        r = R * math.exp(t)
        v = potential(r, R)
        return [y[0] + r * (2 * rest + eps - v) / c * y[1],
                -y[1] - r * (eps - v) / c * y[0]]
    options = dict(method="DOP853", rtol=1e-11, atol=1e-13,
                   dense_output=dense)
    # The irregular admixture from starting with Q = 0 dies out rapidly.
    outward = solve_ivp(rhs, (math.log(1e-6), 0.0), [1.0, 0.0], **options)
    tail_ratio = -math.sqrt(-eps / (2 * rest + eps))
    inward = solve_ivp(rhs, (math.log(16.0), 0.0), [1.0, tail_ratio],
                       **options)
    assert outward.success and inward.success
    return outward, inward


def dirac_energy(potential, R, low_binding, high_binding):
    """Find eps; binding limits are fractions of the rest energy."""
    def mismatch(eps):
        outward, inward = half_solutions(eps, potential, R)
        a, b = outward.y[:, -1], inward.y[:, -1]
        return (a[0] * b[1] - a[1] * b[0]) / (
            np.linalg.norm(a) * np.linalg.norm(b))
    return brentq(mismatch, -high_binding * rest, -low_binding * rest,
                  xtol=1e-5, rtol=1e-13)


def dirac_state(eps, potential, R):
    """Normalized P and Q on a quadrature grid in x = r/R."""
    outward, inward = half_solutions(eps, potential, R, dense=True)
    xi, wi = panel_grid([0, 1], 60)
    xo, wo = panel_grid([1, 4, 16], 60)
    inner = outward.sol(np.log(xi)) * inward.y[0, -1] / outward.y[0, -1]
    outer = inward.sol(np.log(xo))
    x, w = np.concatenate([xi, xo]), R * np.concatenate([wi, wo])
    pq = np.concatenate([inner, outer], axis=1)
    pq /= math.sqrt(np.sum(w * (pq[0]**2 + pq[1]**2)))
    return x, w, pq[0], pq[1]


# Sphere potential from direct integration over the charge distribution.
w_ang, weight_ang = panel_grid([0, 1], 160)
for x_test in (0.4, 1.7):
    edges = [0, x_test, 1] if x_test < 1 else [0, 1]
    s, weight_s = panel_grid(edges, 160)
    distance = np.sqrt((x_test - s[:, None])**2
                       + 4 * x_test * s[:, None] * w_ang**2)
    shell = np.sum(weight_ang * 2 * w_ang / distance, axis=1)
    direct = -Z / R0 * np.sum(weight_s * 3 * s**2 * shell)
    assert abs(direct / sphere_potential(x_test * R0, R0) - 1) < 1e-4

# Point nucleus: closed result against numerical radial integration.
gamma = math.sqrt(1 - (Z / c)**2)
binding_point = rest * (1 - gamma)
eps_point = dirac_energy(point_potential, R0, 0.12, 0.28)
assert abs(-eps_point / binding_point - 1) < 1e-7
xp, wp, Pp, Qp = dirac_state(eps_point, point_potential, R0)
point_inside = gammainc(2 * gamma + 1, 2 * m * Z * R0)
point_inside_numeric = np.sum((wp * (Pp**2 + Qp**2))[xp < 1])
assert abs(point_inside_numeric - point_inside) < 1e-5

# Uniform sphere.
eps_sphere = dirac_energy(sphere_potential, R0, 0.07, 0.15)
binding_sphere = -eps_sphere
x, w, P, Q = dirac_state(eps_sphere, sphere_potential, R0)
probability = w * (P**2 + Q**2)
inside = x < 1
inside_fraction = np.sum(probability[inside])
v_grid = np.array([sphere_potential(R0 * xx, R0) for xx in x])
v_inside = np.sum((probability * v_grid)[inside])
v_outside = np.sum((probability * v_grid)[~inside])
inside_v_share = v_inside / (v_inside + v_outside)
small_weight = np.sum(w * Q**2)
beta_mean = np.sum(w * (P**2 - Q**2))
mean_square_x = np.sum(probability * x**2)

# Radius derivative and the mass relation.
slope = 1.5 * Z / R0**2 * np.sum((probability * (1 - x**2))[inside])
step = 0.005
eps_plus = dirac_energy(sphere_potential, R0 * (1 + step), 0.07, 0.15)
eps_minus = dirac_energy(sphere_potential, R0 * (1 - step), 0.07, 0.15)
slope_numeric = (eps_plus - eps_minus) / (2 * step * R0)
assert abs(slope_numeric / slope - 1) < 2e-4
assert abs(rest * beta_mean - (rest + eps_sphere + R0 * slope)) < 1e-6 * rest

# Independent Gaussian basis with kinetically balanced small functions.
xb, wb = panel_grid([0, 1, 3, 8, 20], 60)
rb, wb = R0 * xb, R0 * wb
exponents = np.geomspace(0.03, 10, 12)[:, None] / R0**2
gaussian = np.exp(-exponents * rb**2)
large = rb * gaussian
derivative = -2 * exponents * rb**2 * gaussian
norm = np.sqrt(np.sum(wb * large**2, axis=1))[:, None]
large, derivative = large / norm, derivative / norm
small = derivative / np.sqrt(np.sum(wb * derivative**2, axis=1))[:, None]


def matrix(left, right, factor=1.0):
    return (left * (wb * factor)) @ right.T


n = len(exponents)
vb = np.array([sphere_potential(r, R0) for r in rb])
overlap_large, overlap_small = matrix(large, large), matrix(small, small)
coupling = c * matrix(small, derivative)
zero = np.zeros((n, n))
hamiltonian = np.block([
    [matrix(large, large, vb), coupling.T],
    [coupling, matrix(small, small, vb) - 2 * rest * overlap_small]])
metric = np.block([[overlap_large, zero], [zero, overlap_small]])
levels, vectors = eigh(hamiltonian, metric)
basis_binding = -levels[n]
# Finite basis size limits these two comparisons.
assert abs(basis_binding / binding_sphere - 1) < 1e-4
basis_density = wb * ((vectors[:n, n] @ large)**2
                      + (vectors[n:, n] @ small)**2)
assert abs(np.sum(basis_density[xb < 1]) - inside_fraction) < 1e-3

# Nonrelativistic energies: true sphere and parabola continued outward.
kinetic = matrix(derivative, derivative) / (2 * m)
eps_nonrel = eigh(kinetic + matrix(large, large, vb), overlap_large,
                  eigvals_only=True)[0]
omega = math.sqrt(Z / (m * R0**3))
oscillator_length = 1 / math.sqrt(m * omega)
eps_oscillator = -1.5 * Z / R0 + 1.5 * omega
v_parabola = -Z / (2 * R0) * (3 - xb**2)
eps_parabola = eigh(kinetic + matrix(large, large, v_parabola),
                    overlap_large, eigvals_only=True)[0]
assert abs(eps_parabola / eps_oscillator - 1) < 1e-4
oscillator_density = wb * rb**2 * np.exp(-(rb / oscillator_length)**2)
oscillator_density /= np.sum(oscillator_density)
oscillator_inside = np.sum(oscillator_density[xb < 1])
eps_corrected = eps_oscillator + np.sum(oscillator_density
                                        * (vb - v_parabola))
assert eps_nonrel < eps_corrected < eps_oscillator

# Size of the energies and the corrected statement about the interior.
turning_radius = Z / binding_sphere
assert abs(binding_point * hartree_ev / 1e6 - 21.0) < 0.1
assert abs(binding_sphere * hartree_ev / 1e6 - 10.5) < 0.2
assert 0.4 < inside_fraction < 0.5
assert inside_v_share > 0.5
assert turning_radius > R0

# First-order change of binding when m becomes the reduced mass.
nuclear_mass = 208 * (physical_constants["atomic mass constant"][0]
                      / physical_constants["electron mass"][0])
relative_mass_change = -m / (m + nuclear_mass)
recoil_change = rest * (1 - beta_mean) * relative_mass_change


def show_energy(label, value):
    print(f"{label}: {value * hartree_ev:.5e} eV")


def show_length(label, value):
    print(f"{label}: {value * bohr_angstrom:.4e} angstrom")


print(f"Nuclear charge Z: {Z} (dimensionless)")
print(f"Muon mass m: {m:.5f} electron masses")
print(f"Speed of light c: {c:.5f} atomic units")
print(f"Coupling Z/c: {Z / c:.6f} (dimensionless)")
print(f"Point exponent gamma: {gamma:.6f} (dimensionless)")
show_length("Sphere radius R", R0)
print(f"Sphere radius R: {R0:.5e} bohr")
show_energy("Muon rest energy", rest)
show_energy("Point binding, closed formula", binding_point)
show_energy("Point binding, radial integration", -eps_point)
print(f"Point binding: {binding_point * hartree_ev / 1e6:.3f} MeV")
show_length("Point-state decay length 1/(mZ)", 1 / (m * Z))
print(f"Point-state probability within R: {point_inside:.4f}")
show_energy("Sphere binding, radial integration", binding_sphere)
show_energy("Sphere binding, Gaussian basis", basis_binding)
print(f"Sphere binding: {binding_sphere * hartree_ev / 1e6:.3f} MeV")
show_energy("Binding lost to finite size", binding_point - binding_sphere)
show_energy("Potential at centre", -1.5 * Z / R0)
show_energy("Potential at surface", -Z / R0)
show_energy("Oscillator quantum omega", omega)
show_length("Oscillator length", oscillator_length)
show_energy("Oscillator ground energy", eps_oscillator)
show_energy("Oscillator state in true potential", eps_corrected)
show_energy("Nonrelativistic sphere energy", eps_nonrel)
print(f"Oscillator probability within R: {oscillator_inside:.4f}")
print(f"Sphere Dirac probability within R: {inside_fraction:.4f}")
print(f"Sphere Dirac probability outside R: {1 - inside_fraction:.4f}")
show_energy("Interior part of mean potential", v_inside)
show_energy("Exterior part of mean potential", v_outside)
print(f"Interior share of mean potential: {inside_v_share:.4f}")
show_length("Classical turning radius", turning_radius)
show_length("Muon rms radius", R0 * math.sqrt(mean_square_x))
print(f"Small-component weight: {small_weight:.5f}")
print(f"Mean beta: {beta_mean:.6f}")
show_energy("R dE/dR, interior matrix element", R0 * slope)
show_energy("R dE/dR, finite difference", R0 * slope_numeric)
show_energy("Energy change for 1 percent larger R", 0.01 * R0 * slope)
show_energy("Reduced-mass change of binding", recoil_change)
print("success")
```

Printed output:

```
Nuclear charge Z: 82 (dimensionless)
Muon mass m: 206.76828 electron masses
Speed of light c: 137.03600 atomic units
Coupling Z/c: 0.598383 (dimensionless)
Point exponent gamma: 0.801210 (dimensionless)
Sphere radius R: 7.1000e-05 angstrom
Sphere radius R: 1.34171e-04 bohr
Muon rest energy: 1.05658e+08 eV
Point binding, closed formula: 2.10038e+07 eV
Point binding, radial integration: 2.10038e+07 eV
Point binding: 21.004 MeV
Point-state decay length 1/(mZ): 3.1211e-05 angstrom
Point-state probability within R: 0.8833
Sphere binding, radial integration: 1.04840e+07 eV
Sphere binding, Gaussian basis: 1.04840e+07 eV
Sphere binding: 10.484 MeV
Binding lost to finite size: 1.05198e+07 eV
Potential at centre: -2.49459e+07 eV
Potential at surface: -1.66306e+07 eV
Oscillator quantum omega: 1.10263e+07 eV
Oscillator length: 5.7812e-05 angstrom
Oscillator ground energy: -8.40641e+06 eV
Oscillator state in true potential: -9.56800e+06 eV
Nonrelativistic sphere energy: -1.04182e+07 eV
Oscillator probability within R: 0.6109
Sphere Dirac probability within R: 0.4451
Sphere Dirac probability outside R: 0.5549
Interior part of mean potential: -9.22386e+06 eV
Exterior part of mean potential: -6.40933e+06 eV
Interior share of mean potential: 0.5900
Classical turning radius: 1.1263e-04 angstrom
Muon rms radius: 9.2395e-05 angstrom
Small-component weight: 0.02375
Mean beta: 0.952502
R dE/dR, interior matrix element: 5.46544e+06 eV
R dE/dR, finite difference: 5.46548e+06 eV
Energy change for 1 percent larger R: 5.46544e+04 eV
Reduced-mass change of binding: -2.73528e+03 eV
success
```
